\section*{Nickel-sublattice vacancies in aluminium-rich B2 NiAl}

\section*{The problem}

The B2 structure of NiAl consists of two interpenetrating simple cubic sublattices. Each cubic unit cell contains one site of the Ni sublattice and one site of the Al sublattice. A crystal has $M$ cells and contains $N_{\rm Ni}$ nickel and $N_{\rm Al}$ aluminium atoms. Its composition is given as the atomic fraction of aluminium,
\begin{equation}
x=\frac{N_{\rm Al}}{N_{\rm Ni}+N_{\rm Al}} .
\end{equation}
Vacant sites are not atoms and do not enter the denominator. The alloy considered has 52 atomic percent Al, so $x=0.52$, and is a single B2 phase.

Four point defects are possible. Their numbers, divided by $M$, are
\begin{itemize}
\item $v$, vacant Ni sites ($V_{\rm Ni}$);
\item $a$, Al atoms on Ni sites (${\rm Al}_{\rm Ni}$);
\item $b$, Ni atoms on Al sites (${\rm Ni}_{\rm Al}$);
\item $w$, vacant Al sites ($V_{\rm Al}$).
\end{itemize}
Each is therefore a fraction of the sites of one sublattice. In the algebra, temperature is written as an energy $\theta=k_{\rm B}T$. Numerical energies are in eV.

\section*{Part (a): the vacancy fraction}

\textbf{Question.} Assume that the Al sublattice is completely filled by Al and that the Ni sublattice contains nothing but Ni atoms and vacancies. Find $v$ as a function of $x$, evaluate it for the alloy, and state for which compositions the assumption is possible.

\textbf{Model answer.} Every Al site holds an Al atom and there are no Al atoms elsewhere, so $N_{\rm Al}=M$. A fraction $1-v$ of the Ni sites is occupied, so $N_{\rm Ni}=M(1-v)$. Then
\begin{equation}
x=\frac{M}{M+M(1-v)}=\frac{1}{2-v}.
\end{equation}
Inverting both sides gives $2-v=1/x$. Calling this solution $v_0$,
\begin{equation}
v_0=2-\frac1x .
\label{v0}
\end{equation}
For the alloy, $x=0.52=13/25$, and
\begin{equation}
v_0=2-\frac{25}{13}=\frac1{13}=0.0769 .
\end{equation}
Thus 7.69\,\% of the Ni sites are vacant. Since there are $2M$ sites in total, the vacant share of all sites is $v_0/2$, or 3.85\,\%.

An explicit crystal shows the count. Of 2197 cells, remove 169 Ni atoms, leaving 2028. The Al fraction is $2197/(2197+2028)=0.52$, and the vacant fraction of Ni sites is $169/2197=1/13$.

A vacancy fraction cannot be negative, so equation (\ref{v0}) requires $x\ge 1/2$. This is a condition of counting only; in the real alloy the single B2 phase ends a few atomic percent above stoichiometry, and the result applies only within that range. At $x=1/2$ it gives a perfect crystal. On the Ni-rich side, removing Ni would move the composition the wrong way, and another defect is needed. Close to stoichiometry, put $x=\tfrac12+\delta$:
\begin{equation}
v_0=2-\frac{2}{1+2\delta}=\frac{4\delta}{1+2\delta}\simeq4\delta .
\end{equation}
The vacancy fraction rises four times as fast as the Al excess $\delta$.

Neither temperature nor energy has entered. These vacancies are called structural because, under the stated assumption, the composition alone requires them.

\section*{Part (b): sensitivity to composition}

\textbf{Question.} The composition is known to $\pm0.1$ atomic percent. What is the resulting error of $v_0$?

\textbf{Model answer.} Differentiating equation (\ref{v0}),
\begin{equation}
\frac{dv_0}{dx}=\frac1{x^2}=\frac1{0.52^2}=3.70 .
\end{equation}
An error $\delta x=0.001$ gives $\delta v_0=3.70\times0.001=0.0037$, which is about 5\,\% of $v_0$. The absolute error of $x$ is multiplied by nearly four, while $v_0$ itself is small.

\section*{Part (c): telling vacancies from antisites}

\textbf{Question.} Suppose instead that all sites are filled and the excess Al sits on Ni sites. Find $a$ at the same composition. Show how a density measurement can separate the two pictures, using a lattice parameter $\ell=2.88$\,\AA\ (a rough value for NiAl) and atomic masses 58.693\,u for Ni and 26.982\,u for Al. How much does an error of 0.01\,\AA\ in $\ell$ matter?

\textbf{Model answer.} With no vacancies there are $2M$ atoms, of which $M(1+a)$ are Al. Hence $x=(1+a)/2$ and
\begin{equation}
a_0=2x-1=0.04 .
\label{a0}
\end{equation}
This is smaller than $v_0$. Indeed $v_0=(2x-1)/x=a_0/x$, so close to stoichiometry about two vacancies do the work of one antisite atom.

At equal composition the mean mass per atom is the same in both pictures. At equal $\ell$ the cell volume is the same too. The densities then differ through the number of atoms per cell, which is $2-v_0=1/x$ with vacancies and 2 with antisites:
\begin{equation}
\frac{\rho_{\rm vac}}{\rho_{\rm anti}}=\frac{1/x}{2}=\frac1{2x}=0.9615 .
\end{equation}
The individual densities are
\begin{align}
\rho_{\rm vac}&=\frac{26.982+\frac{12}{13}\,58.693}{(2.88\,\text{\AA})^3}\,{\rm u}
=5.64\ {\rm g/cm^3},\\
\rho_{\rm anti}&=\frac{1.04\times26.982+0.96\times58.693}{(2.88\,\text{\AA})^3}\,{\rm u}
=5.87\ {\rm g/cm^3}.
\end{align}
The vacancy crystal is 3.8\,\% less dense than the antisite crystal. Its vacancies number $v_0/\ell^3=3.2\times10^{21}$ per cm$^3$.

Since $\rho\propto\ell^{-3}$, raising $\ell$ by 0.01\,\AA\ changes the calculated density by $1-(2.88/2.89)^3=1.03\,\%$. That is smaller than the 3.8\,\% difference, so the two pictures remain distinguishable. It is not small enough for a precise vacancy count: the number of atoms per cell, 1.923, is then uncertain by about $0.0103\times1.923\simeq0.02$, a quarter of $v_0$. The sample must also be free of pores, because a pore lowers the measured density without changing the occupation of the lattice.

\section*{Part (d): all four defects}

\textbf{Question.} Now allow all four defects. Find the exact relation between $v$, $a$, $b$, $w$ and $x$. Then derive the equilibrium conditions for the reactions
\begin{align}
2V_{\rm Ni}&\to{\rm Al}_{\rm Ni} &&(\text{one cell fewer, energy }E_1),\nonumber\\
\text{perfect crystal}&\to2V_{\rm Ni}+{\rm Ni}_{\rm Al} &&(\text{one cell more, energy }E_2),\nonumber\\
\text{perfect crystal}&\to V_{\rm Ni}+V_{\rm Al} &&(\text{one cell more, energy }E_3).\nonumber
\end{align}
Take constant reaction energies and random mixing on each sublattice, and neglect vibrational entropy and pressure work.

\textbf{Model answer.} \emph{Counting.} Al atoms occupy a fraction $1-b-w$ of the Al sites and $a$ of the Ni sites. The number of atoms per cell is $2-v-w$. Therefore
\begin{equation}
x(2-v-w)=1-b-w+a .
\end{equation}
Dividing by $x$ and solving for $v$,
\begin{align}
v&=2-w-\frac{1-b-w+a}{x}\nonumber\\
&=\left(2-\frac1x\right)+\frac{b-a}{x}+w\left(\frac1x-1\right)\nonumber\\
&=v_0+\frac{b-a}{x}+w\left(\frac1x-1\right).
\label{balance}
\end{align}
With $v=b=w=0$ this returns $a=xv_0=2x-1$, in agreement with equation (\ref{a0}).

\emph{The reactions.} All three conserve both kinds of atom. In the first, an Al atom moves from its own site into a Ni vacancy. The Al vacancy left behind and the second Ni vacancy are then removed together as one empty cell. In the second, a new cell is added at the surface and a Ni atom from the Ni sublattice is put on its Al site. The Ni site of the new cell and the site the atom left are both vacant. This group of three is the triple defect. In the third, an empty cell is added and its two vacancies are dispersed.

\emph{Entropy.} Let $n_i$ be the numbers of the six kinds of site occupation: Ni, Al or vacancy on each sublattice. The number of arrangements is
\begin{equation}
\Omega=\frac{(M!)^2}{\prod_i n_i!}.
\end{equation}
Stirling's formula $\ln n!\simeq n\ln n-n$ gives
\begin{equation}
\ln\Omega=2M\ln M-\sum_i n_i\ln n_i ,
\label{entropy}
\end{equation}
where the linear terms, $-2M+\sum_i n_i$, cancel because there are $2M$ sites. Let one reaction event change $n_i$ by $\nu_i$ and $M$ by $\mu$. Then $\sum_i\nu_i=2\mu$, and
\begin{align}
\delta\ln\Omega&=2\mu(\ln M+1)-\sum_i\nu_i(\ln n_i+1)\nonumber\\
&=2\mu\ln M-\sum_i\nu_i\ln n_i
=-\sum_i\nu_i\ln\frac{n_i}{M}.
\end{align}
The last step replaces $2\mu$ by $\sum_i\nu_i$. At equilibrium the free energy $F=E-\theta\ln\Omega$ is stationary, so a reaction of energy $E_r$ obeys $E_r=\theta\,\delta\ln\Omega$, or
\begin{equation}
\prod_i\left(\frac{n_i}{M}\right)^{\nu_i}=e^{-E_r/\theta}.
\label{massaction}
\end{equation}

\emph{The three conditions.} In the first reaction $\nu=+1$ for ${\rm Al}_{\rm Ni}$, $-2$ for $V_{\rm Ni}$ and $-1$ for Al on its own sublattice. In the second, $\nu=+2$ for $V_{\rm Ni}$, $+1$ for ${\rm Ni}_{\rm Al}$ and $-1$ for Ni on its own sublattice. In the third, $\nu=+1$ for each vacancy. Equation (\ref{massaction}) becomes
\begin{align}
a&=v^2(1-b-w)\,e^{-E_1/\theta},\label{r1}\\
b\,v^2&=(1-v-a)\,e^{-E_2/\theta},\label{r2}\\
v\,w&=e^{-E_3/\theta}.\label{r3}
\end{align}
There are seven variables, the six $n_i$ and $M$, and four constraints: two sublattice totals and two atom numbers. Three independent reactions therefore suffice. The stationary point is a minimum, because $-\ln\Omega=\sum_i n_i\ln(n_i/M)$ is a convex function of the $n_i$ and $M$, while the energy and the constraints are linear. Equations (\ref{balance}) and (\ref{r1})--(\ref{r3}) determine the four defect fractions.

\section*{Part (e): is the assumption of part (a) justified?}

\textbf{Question.} Evaluate the corrections to $v_0$ at 1300\,K for the rough model energies $E_1,E_2,E_3=1.0,\,2.0,\,2.5$\,eV, and again with each energy lowered by 0.5\,eV. What happens if $E_1$ is negative?

\textbf{Model answer.} At 1300\,K, $\theta=0.112$\,eV. The corrections are small, so $v\simeq v_0$ may be used on the right-hand sides:
\begin{align}
a&\simeq v_0^2e^{-E_1/\theta}=7.9\times10^{-7},\\
b&\simeq\frac{1-v_0}{v_0^2}\,e^{-E_2/\theta}=2.8\times10^{-6},\\
w&\simeq\frac{e^{-E_3/\theta}}{v_0}=2.6\times10^{-9}.
\end{align}
The $w$ term in equation (\ref{balance}) is negligible, and
\begin{equation}
v-v_0\simeq\frac{b-a}{x}
=\frac{(2.75-0.79)\times10^{-6}}{0.52}=3.8\times10^{-6}.
\end{equation}
With all three energies lowered by 0.5\,eV, the full solution has $a=6.9\times10^{-5}$, $b=2.4\times10^{-4}$ and $v-v_0=3.2\times10^{-4}$. This is 0.4\,\% of $v_0$, and less than a tenth of the composition error found in part (b). For both sets of energies, the composition limits the accuracy more than thermal disorder does. The margin is finite: lowering the first set by 0.75\,eV gives $v-v_0=2.7\times10^{-3}$, and lowering it by 0.9\,eV gives $7.7\times10^{-3}$, twice the composition error.

\emph{The role of $E_1$.} Let $\theta\to0$ at fixed $x>1/2$, with all three energies positive. Equation (\ref{r1}) gives $a\to0$, since $v^2(1-b-w)\le1$. Equation (\ref{balance}) gives $v\ge v_0-a/x$, so $v$ does not vanish. Equations (\ref{r2}) and (\ref{r3}) then make $b$ and $w$ vanish, and $v\to v_0$. The structural-vacancy picture is the low-temperature limit of this model when $E_1$, $E_2$ and $E_3$ are all positive.

If $E_1<0$, two vacancies can lower the energy by turning into one antisite atom. To isolate this effect, reverse $E_1$ to $-1.0$\,eV and hold fixed the temperature, $E_3$ and the sum $E_1+E_2=3.0$\,eV, which is the energy for exchanging a Ni and an Al atom. This requires $E_2=4.0$\,eV. The solution is
\begin{equation}
v=0.0023,\qquad a=0.0388 .
\end{equation}
The excess Al is now held almost entirely by antisites, close to $a_0=0.04$. The remaining vacancies follow from equation (\ref{r1}): $v\simeq\sqrt{a}\,e^{-|E_1|/2\theta}=0.0023$. At 1300\,K the change is gradual: with the same sum $E_1+E_2$, antisites carry 12\,\% of the excess Al at $E_1=0$ and about half at $E_1=-0.3$\,eV. The absence of antisites in part (a) is thus an energetic assumption, which counting cannot supply.

\section*{Part (f): the stoichiometric limit}

\textbf{Question.} For $x=1/2$, where $v_0=0$, find $v$ at 1300\,K with the first set of energies. Explain why thermal disorder is so much weaker in the Al-rich alloy.

\textbf{Model answer.} At $x=1/2$ equation (\ref{balance}) reads $v=2(b-a)+w$. Assume that $a$ and $w$ are much smaller than $v$, and that $v\ll1$. Then $b\simeq v/2$, and equation (\ref{r2}) becomes
\begin{equation}
\frac{v^3}{2}\simeq e^{-E_2/\theta}
\quad\Longrightarrow\quad
v\simeq\left(2e^{-E_2/\theta}\right)^{1/3}=0.0033 .
\end{equation}
The assumptions hold: $a/v\simeq v\,e^{-E_1/\theta}$ is below $10^{-6}$, and $w/v=e^{-E_3/\theta}/v^2$ is about $2\times10^{-5}$. The full solution gives the same $0.0033$. These vacancies are thermal and disappear as $\theta\to0$, with an apparent energy $E_2/3$.

In the 52 percent alloy the structural vacancies are 23 times as numerous. Because $b$ varies nearly as $1/v^2$ in equation (\ref{r2}), they push the triple-defect reaction back. The triple-defect term $b/x$ falls from $3.3\times10^{-3}$ at stoichiometry to $5.3\times10^{-6}$. The antisite term $a/x$ removes $1.5\times10^{-6}$ of this and leaves a thermal change of $3.8\times10^{-6}$. Since $a$ grows as $v^2$, it overtakes $b$ at larger $x$: with these energies $v-v_0$ is already negative at $x=0.53$.

\section*{Part (g): limits of the model}

\textbf{Question.} Are the vacancies dilute? Which results depend on the answer, and how does the model compare with a real aluminide coating?

\textbf{Model answer.} A Ni site has six nearest sites on its own sublattice. If vacancies are placed at random, the chance that a given vacancy has at least one other vacancy among these six is
\begin{equation}
1-(1-v_0)^6=1-\left(\frac{12}{13}\right)^6=0.38 .
\end{equation}
The vacancies are not dilute. Interactions between them can favour some arrangements over others, which makes constant reaction energies and random mixing approximate. The corrections in part (e) are therefore estimates. Equation (\ref{v0}) is unaffected, because it counts vacancies without regard to where on the Ni sublattice they lie.

Structural Ni vacancies are the accepted description of Al-rich NiAl, and 1300\,K is roughly the service temperature of a hot aluminide coating. The reaction energies used here are rough model values. A real coating also changes in composition during service. It loses Al to the oxide scale and to the alloy beneath, and starting from $x=0.52$ a fall of 0.1 atomic percent in $x$ lowers $v_0$ by 0.0037. It also contains other elements. If these replace Ni on the Ni sublattice, the derivation of part (a) still holds, since it uses the total number of atoms there. If they occupy a share of the Al sublattice, with atomic fraction $y$, the filled sublattice contains $x+y$ of all atoms, and
\begin{equation}
v_0=2-\frac1{x+y}.
\end{equation}
Ignoring $y=0.001$ would then underestimate the vacancy fraction by 0.0037. If a second phase has precipitated, $x$ must be the composition of the B2 phase and not the average over the sample.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Al atomic fraction x = 0.52
Ni-sublattice vacancy fraction v0 = 1/13 = 0.076923
v0 in percent of Ni sites = 7.69 %
vacant share of all sites = 3.85 %
atoms per cell = 1.9231
explicit crystal: cells = 2197
explicit crystal: Ni atoms removed = 169
explicit crystal: Ni atoms left = 2028
antisite-only fraction of Ni sites = 0.0400
slope dv0/dx = 3.698
composition error assumed = 0.1 at.%
resulting error of v0 = 0.0037
rough lattice parameter = 2.88 angstrom
atomic masses Ni, Al = 58.693, 26.982 u
vacancy density = 3.22e+21 cm^-3
mass density, vacancy crystal = 5.64 g/cm^3
mass density, antisite crystal = 5.87 g/cm^3
density ratio = 0.9615
lattice-parameter error assumed = 0.01 angstrom
resulting density error = 1.03 %
temperature = 1300 K
thermal energy = 0.1120 eV
rough E1, E2, E3 = 1.0, 2.0, 2.5 eV
rough: v = 0.076927, v - v0 = 3.78e-06
rough: Al on Ni sites a = 7.86e-07
rough: Ni on Al sites b = 2.75e-06
rough: vacant Al sites w = 2.64e-09
pessimistic E1, E2, E3 = 0.5, 1.5, 2.0 eV
pessimistic: v = 0.077246, v - v0 = 3.23e-04
pessimistic: Al on Ni sites a = 6.88e-05
pessimistic: Ni on Al sites b = 2.37e-04
pessimistic: vacant Al sites w = 2.28e-07
reversed E1, E2, E3 = -1.0, 4.0, 2.5 eV
reversed: v = 0.00227, a = 0.03882
x = 0.50, rough energies: thermal v = 0.00328
x = 0.50, triple-defect formula: v = 0.00328
chance of a neighbouring vacancy, formula = 0.381
chance of a neighbouring vacancy, counted = 0.381
\end{verbatim}
